Polarizability of an isolated layer or molecule from a supercell dielectric function

**Question**

I want the polarizability of one isolated object, but my linear-response code is periodic. It gives the macroscopic dielectric function ε(ω) of a supercell with vacuum around the object. Since ε tends to 1 as the vacuum grows, I multiplied by the cell volume V and used

V(ε − 1)/4π,

with the cell height L in place of V for a layer. I tried this on simple models.

- For a square layer with L = 15, 30 and 60 bohr, the in-plane value stays at 0.607 bohr. The out-of-plane value drifts: 0.326, 0.287, 0.271 bohr.
- For a small linear molecule in cubic boxes of edge 12, 20 and 40 bohr, the value along its axis is 12.41, 11.94 and 11.86 bohr³.
- For a quantum slab, the out-of-plane absorption peak moves from 0.192 to 0.199 hartree when L goes from 20 to 40 bohr.

Why does one direction work and not the other? What are the correct relations, how do they depend on the vacuum, and which peak belongs to the isolated object?

**Answer**

Your formula divides the induced dipole by the average field in the supercell. The polarizability of an isolated object is the dipole divided by the field applied to it from outside. The two fields differ by an amount that depends on direction and cell shape.

**Definitions and assumptions**

I use atomic units with D = E + 4πP. Fields point along a principal axis, and

ε(ω) = 1/[ε⁻¹]₀₀ for q → 0,

where the inverse is that of the full matrix in reciprocal-lattice vectors G, so local fields are included. E is the cell average of the total field. Let p be the induced dipole of one unit (a molecule, or a layer per unit area). Then P = p/V, where V means L for a layer.

Let E_d be the field that drives one unit: the applied field plus the field of all other units, without the unit's own field. The isolated polarizability is defined by

p = αE_d.

The unit's own induced field is already contained in α. Using this α in the supercell requires that:

- orbitals of different units do not overlap;
- permanent multipoles of the images do not alter the ground state;
- retardation is negligible;
- the exchange-correlation kernel does not reach across the vacuum.

The last condition matters for excitons. A kernel of the form −A/|q + G|², applied at every G, equals −A/4π times the Coulomb interaction 4π/|q + G|², so it can couple distant images too. The in-plane and cubic-box relations below then no longer hold as they stand. The out-of-plane relation survives, because the scaled field of a layer, like the electrostatic one, vanishes outside it. If the kernel is applied to the G = 0 element only, this argument fails and the extracted out-of-plane value depends on L as well.

**One relation for all cases**

Suppose the images give

E_d = E + 4πNP,

with a number N fixed by geometry. From D = εE we have P = (ε − 1)E/4π. Insert both into P = αE_d/V:

(ε − 1)E/4π = (α/V)[E + N(ε − 1)E].

Dividing by E and solving for α gives

α = (V/4π)(ε − 1)/[1 + N(ε − 1)].  (1)

Solving instead for ε − 1,

(ε − 1)(1 − 4πNα/V) = 4πα/V,

so your estimate is

V(ε − 1)/4π = α/(1 − 4πNα/V) = α + 4πNα²/V + …  (2)

It remains to find N.

**Layer, in-plane: N = 0**

A uniform in-plane polarization has zero divergence, hence no macroscopic charge and no macroscopic field. The other layers add nothing to the drive, and the average field equals the applied field. Thus E_d = E and

α∥ = L(ε∥ − 1)/4π.

This is your formula, which is why that column is stable.

**Layer, out-of-plane: N = 1**

Let the polarization inside the layer be P(z), with ∫P(z)dz = p. After lateral averaging, its field is −4πP(z) inside the layer and zero outside, as in a capacitor. Other layers therefore do not drive this one, and E_d is the applied field. The cell average does include the internal field:

E = E_d − (4π/L)∫P(z)dz = E_d − 4πp/L = E_d − 4πP.

Thus E_d = E + 4πP = D, and

1/ε⊥ = E/D = 1 − 4πα⊥/L,

α⊥ = (L/4π)(1 − 1/ε⊥).

The same result follows from the density response χ. An electron potential energy v exp(iqz) corresponds to the field E_d = iqv exp(iqz), because the electron charge is −1. The charge density is −dP/dz = q²α⊥v exp(iqz)/L, and the number density has the opposite sign. Hence χ₀₀ = −q²α⊥/L, and

[ε⁻¹]₀₀ = 1 + (4π/q²)χ₀₀ = 1 − 4πα⊥/L.

If your code reports the matrix element ε₀₀ without the inversion, this formula must not be used. In that case ε₀₀ = 1 + 4πα₀/L, where α₀ is the independent-particle polarizability. The response of the layer to its own induced field is then missing and cannot be recovered from ε₀₀ alone.

**How fast do the layer relations converge?**

A real layer is not laterally uniform. In the vacuum its potential obeys Laplace's equation, so a component exp(iG·r) with in-plane G decays as exp(−|G|z). For a square lattice of constant a, the smallest nonzero |G| is 2π/a, and the leading error falls as exp(−2πL/a).

**Molecule in a box**

Place a point dipole p in every cell. The charge density is −∇·P, so its Fourier component is −iG·p/V. The potential is 4π/G² times this, and the field component is −iG times the potential:

E_G = −(4π/V) G(G·p)/G², for G ≠ 0.

The G = 0 part is the macroscopic field E, counted separately. Write the sum of these components as a tensor acting on p. Its trace at position r is

−(4π/V)Σ_{G≠0} exp(iG·r) = 4π/V − 4πΣ_R δ(r − R),

because the sum over all G, divided by V, is a lattice of delta functions. The central dipole's own field tensor is ∂ᵢ∂ⱼ(1/r), with trace ∇²(1/r) = −4πδ(r). Subtracting it removes the delta function at the origin. The tensor T of the field from the other dipoles, taken at the origin, therefore obeys

T_xx + T_yy + T_zz = 4π/V.

Comparing E_d = E + Tp with E_d = E + 4πNP gives Nᵢ = VTᵢᵢ/4π, so N_x + N_y + N_z = 1. In a cubic box the three are equal, N = 1/3, and 1 + (ε − 1)/3 = (ε + 2)/3. Equation (1) becomes the Clausius-Mossotti relation

α = (3V/4π)(ε − 1)/(ε + 2).

It applies separately to each principal axis, even if the molecule is not isotropic, since N belongs to the box.

A molecule is not a point, so a correction remains. The field of a dipole is even in the distance vector. Adding the images at R and −R therefore cancels the term linear in r near the origin, and the first non-uniform term is of order pr²/L⁵. Image octupoles give a uniform field of order L⁻⁵. Image quadrupoles give no field at the origin, but a gradient of order L⁻⁵, which can induce a dipole if the molecule lacks an inversion centre. The leading relative error of Clausius-Mossotti is thus of order L⁻⁵, unless symmetry makes its coefficient vanish. By equation (2), the error of your estimate is of order L⁻³.

**Numbers for the layer**

The layer is a square lattice, a = 6 bohr, of points with polarizability 15 bohr³. The dipole field of the other points in the plane involves s = Σ(a/R)³ = 9.0336. It is +sp/(2a³) for in-plane dipoles p, since 3x² averages to 3R²/2, and −sp/a³ for perpendicular ones. With a³ = 216 bohr³ and area 36 bohr², the isolated layer has

α∥ = (15/36)/(1 − 15 × 9.0336/432) = 0.607 bohr = 0.321 Å,

α⊥ = (15/36)/(1 + 15 × 9.0336/216) = 0.256 bohr = 0.135 Å.

The supercell with L = 30 bohr has ε∥ = 1.25430 and ε⊥ = 1.12014, so

α∥ = 30 × 0.25430/4π = 0.607 bohr,

α⊥ = (30/4π)(1 − 1/1.12014) = 0.256 bohr.

Your out-of-plane estimate gives 30 × 0.12014/4π = 0.287 bohr. At L = 9 bohr the correct relations err by about 0.1% of the isolated values. Between 9 and 15 bohr these errors decay at rates of 1.05 per bohr, in agreement with 2π/a = 1.047 per bohr.

**Numbers for the molecule**

Two points of 5 bohr³ each lie 4 bohr apart along z. Each feels the other's field, 2p/4³ along the axis and −p/4³ across it, so

α_zz = 2 × 5/(1 − 10/64) = 11.852 bohr³ = 1.756 Å³,

α_xx = 2 × 5/(1 + 5/64) = 9.275 bohr³ = 1.374 Å³.

For the cubic box with L = 20 bohr, V = 8000 bohr³ and ε_zz = 1.018755:

α_zz = (3 × 8000/4π)(0.018755/3.018755) ≈ 11.87 bohr³, or 11.865 bohr³ with the unrounded ε_zz.

This is 0.11% above the isolated value, while your estimate of 11.94 bohr³ is 0.74% above it. Between L = 40 and 80 bohr the errors follow the powers −5.01 and −3.05.

The box shape matters. For 20 × 20 × 40 bohr, N_z = −0.4376 and N_x = N_y = 0.7188. The negative sign means that the drive along z lies below the cell-averaged field E. The dipoles form square planes of lattice constant 20 bohr, stacked 40 bohr apart. As for the layer, the stacking gives E + 4πP up to exponentially small terms, and the neighbours in the molecule's own plane add −sp/20³, with s = 9.0336 the planar sum above. Hence N_z ≈ 1 − sV/(4π × 20³) = 1 − 2 × 9.0336/4π = −0.438. Using N = 1/3 gives 11.775 bohr³, an error of 0.65%, which is larger than in the 20 bohr cube although the volume has doubled. Using N_z in equation (1) gives 11.859 bohr³, an error of 0.06%.

**Which peak belongs to the isolated object?**

The relations hold at each frequency, with complex ε inserted before the imaginary part is taken. For a single resonance, α = S/(Ω² − ω²), equation (2) gives

ε − 1 = (4πS/V)/(Ω² − ω² − 4πNS/V),

so absorption in the supercell peaks at

ω² = Ω² − 4πNS/V.

For N > 0 the peak lies below Ω. It rises towards Ω as vacuum is added to a layer, or to a molecule's box whose shape is kept fixed. Lengthening the box along one axis only is not enough, because N then changes too and N/V need not vanish. In-plane, N = 0 and the peak stays in place while its height falls as 1/L. Out-of-plane, the isolated spectrum is

Im α⊥ = (L/4π) Im(−1/ε⊥).

The quantum slab has hard walls 10 bohr apart and one occupied subband with 0.01 electrons per bohr². Its orbitals are those of the empty well: the ground state contains no Hartree potential. Its response is treated in the random-phase approximation, with no exchange-correlation kernel. Solved as an isolated object, it has a main mode at Ω = 0.2069 hartree (5.63 eV) with S = 0.009637 hartree² bohr. For L = 20 bohr,

ω = √(0.2069² − 4π × 0.009637/20) = 0.1917 hartree,

and for L = 40 bohr the same formula, with the unrounded Ω, gives 0.1995 hartree. The computed peaks of Im ε are at 0.1918 and 0.1994 hartree, with a damping of 0.002 hartree and on a frequency grid of step 0.0002 hartree. The peak of the extracted Im α is at 0.2070 hartree for both heights, which agrees with Ω within that step.

The static response behaves alike. At L = 20 bohr, ε⊥ = 1.16514 gives

α⊥ = (20/4π)(1 − 1/1.16514) = 0.2256 bohr,

equal to the isolated value at this precision, while your estimate gives 0.2628 bohr. Even L = 12 bohr gives 0.2256 bohr: this slab is laterally uniform, so it has no exponentially decaying lateral components, and its hard walls prevent overlap.

**Two limits on the procedure**

First, more vacuum is not always better. Differentiating the in-plane relation gives δα∥ = (L/4π)δε, so a fixed numerical error in ε is multiplied by L. For a molecule in a large box the factor is about V/4π. Once the units no longer overlap and the image corrections are small enough, further vacuum magnifies any error in ε whose absolute size does not shrink as the cell grows.

Second, a finite q changes the in-plane value. Treat the layers as thin sheets whose α∥ does not depend on q, in a potential that varies as exp(iqx) and is the same on every sheet. A total potential φ induces the areal charge −q²α∥φ, and a charged sheet at distance z contributes (2π/q)exp(−q|z|) times its areal charge. Summing over sheets,

φ_ext = φ[1 + 2πqα∥ Σₙ exp(−q|n|L)] = φ[1 + 2πqα∥ coth(qL/2)],

where n runs over all integers and the geometric series gives (1 + e^(−qL))/(1 − e^(−qL)) = coth(qL/2).

For qL ≪ 1, coth(qL/2) ≈ 2/(qL), and the bracket becomes 1 + 4πα∥/L, the supercell ε∥ used above. For qL ≫ 1 it becomes 1 + 2πqα∥, the screening of a single sheet. For such ideal sheets with α∥ = 0.607 bohr and L = 30 bohr, the stack gives 1.254 at q = 0.001 per bohr, where a single sheet would give 1.004. At q = 0.3 per bohr both give 2.14. The bracket, call it B, is the ratio of potentials on the sheet, whereas [ε⁻¹]₀₀ uses the cell-averaged potential. The integral of (2π/q)exp(−q|z|) over z is 4π/q², so the average induced potential is −(4πα∥/L)φ, and [ε⁻¹]₀₀ = 1 − (4πα∥/L)/B. Inverting,

L(ε∥ − 1)/4π = α∥/(B − 4πα∥/L) = α∥/{1 + 2πqα∥[coth(qL/2) − 2/(qL)]}.

The square bracket lies between 0 and 1, so for real positive α∥, as in the static case, the extracted value is too low, by a fraction of α∥ smaller than 2πqα∥ for any L. For negative α∥, above a resonance, the fraction can exceed 2πq|α∥|. For qL ≪ 1 the square bracket is about qL/6, and the fraction is about πq²α∥L/3 as long as this number is itself small. For L = 30 bohr, 4πα∥/L = 0.25430. At q = 0.001 per bohr, B − 4πα∥/L = 1.0000 and α∥ is recovered. At q = 0.3 per bohr it is 2.1446 − 0.2543 = 1.890, and the extracted value is 0.607/1.890 = 0.321 bohr. This number is for ideal sheets. In the layer of points, α∥ itself changes noticeably at such a large q. A value of ε∥ computed at finite q can therefore be used in the in-plane relation if πq²|α∥|L/3 ≪ 1 or 2πq|α∥| ≪ 1, provided that q is also small enough to leave the layer's own α∥ unchanged. The condition qL ≪ 1 alone is not enough when α∥/L is very large.

The program published with this answer checks equation (1) against direct calculations for the isolated models, and the sheet sum B against its closed form; the cell-averaged finite-q relation is derived above but not tested.

Numbers as computed

```
Layer: a = 6.0 bohr, site polarizability = 15.0 bohr^3
planar sum of (a/R)^3 = 9.0336
isolated layer alpha_par = 0.60709 bohr = 0.32126 A
isolated layer alpha_perp = 0.25604 bohr = 0.13549 A
L(bohr) eps_par eps_perp | alpha in bohr: par, perp, naive perp
  9.0 1.84654 1.55740 | 0.60629 0.25633 0.39921
 15.0 1.50859 1.27308 | 0.60709 0.25604 0.32596
 30.0 1.25430 1.12014 | 0.60709 0.25604 0.28680
 60.0 1.12715 1.05666 | 0.60709 0.25604 0.27055
relative error at L=9 bohr: par 1.3e-03, perp 1.1e-03
decay rate of error: par 1.051, perp 1.052 1/bohr
2 pi/a = 1.047 1/bohr
Sheet screening at L = 30 bohr: q(1/bohr), stack, 1+2 pi q alpha
0.001 1.25432 1.00381
0.030 1.27124 1.11443
0.300 2.14462 2.14434
Molecule: two points of 5.0 bohr^3, 4.0 bohr apart along z
isolated alpha_zz = 11.8519 bohr^3 = 1.7563 A^3
isolated alpha_xx = 9.2754 bohr^3 = 1.3745 A^3
cubic L(bohr) eps_zz | bohr^3: naive zz, CM zz, CM xx
 12.0 1.090213 | 12.4051 12.0430 9.2181
 20.0 1.018755 | 11.9395 11.8653 9.2712
 40.0 1.002329 | 11.8615 11.8523 9.2752
 80.0 1.000291 | 11.8530 11.8519 9.2754
power of L in zz error, 40 to 80 bohr: naive -3.048, CM -5.006
box 20x20x40 bohr: N_x = 0.7188, N_z = -0.4376
alpha_zz there: N=1/3 gives 11.7748, N_z gives 11.8594 bohr^3
Slab: width 10.0 bohr, 0.010 electrons/bohr^2
subband gap = 0.1480 hartree
isolated static alpha_perp = 0.22558 bohr = 0.11937 A
main mode Omega = 0.2069 hartree = 5.631 eV
main mode S = 0.009637 hartree^2 bohr, share of sum rule 0.9637
L(bohr) static eps | bohr: extracted, naive
 12.0 1.30929 | 0.22558 0.29535
 20.0 1.16514 | 0.22558 0.26283
 40.0 1.07627 | 0.22558 0.24278
Peaks in hartree, damping 0.002: L(bohr), Im eps, one-pole, Im alpha
 20.0 0.1918 0.1917 0.2070
 40.0 0.1994 0.1995 0.2070
```
